# Ellipsometric Angles of Absorbing Multilayers by a Recursion Without Growing Exponentials

## Definitions and conventions

A plane wave of vacuum wavelength $\lambda$ falls from air at angle $\theta$ on $N$ flat, homogeneous, non-magnetic films over a half-space. The media are numbered $0$ (air), $1,\dots,N$ (films) and $N+1$ (substrate). Interface $j$ separates medium $j$ from medium $j+1$, and $z$ points downward.

The time factor is $e^{-i\omega t}$. An absorbing medium then has index $n+ik$ with $k\ge 0$, and permittivity $\varepsilon=(n+ik)^2$. With $k_0=2\pi/\lambda$ and $S=\sin\theta$, all fields share the factor $e^{ik_0Sx}$, because the interfaces are uniform along $x$.

Let $F(z)$ be $E_y$ for s polarization and $H_y$ for p polarization. For s, Maxwell's equations give $H_x=-F'/(i\omega\mu_0)$ and $H_z=k_0SF/(\omega\mu_0)$. Inserting these in the $y$ component of $\nabla\times\mathbf H=-i\omega\varepsilon_0\varepsilon\mathbf E$ gives

$$F''+k_0^2q^2F=0,\qquad q=\sqrt{\varepsilon-S^2},\quad \mathrm{Im}\,q\ge0 .$$

For p, $E_x=F'/(i\omega\varepsilon_0\varepsilon)$ and $E_z=-k_0SF/(\omega\varepsilon_0\varepsilon)$. The $y$ component of $\nabla\times\mathbf E=i\omega\mu_0\mathbf H$ then gives the same equation.

Tangential fields are continuous. Hence $F$ is continuous, and so is

$$G=\frac{F'}{ik_0m},\qquad m=1\ \text{(s)},\quad m=\varepsilon\ \text{(p)} .$$

A downward wave $e^{ik_0qz}$ has $G=gF$ with $g=q/m$. An upward wave has $G=-gF$.

The ellipsometric angles are defined by

$$\rho=\frac{R_{0p}}{R_{0s}}=\tan\Psi\,e^{-i\Delta},$$

where $R_0$ is the reflected-to-incident ratio of $F$ in air. The minus sign belongs to the time factor: with $e^{+i\omega t}$ every amplitude is complex conjugated, and $\Delta$ is the phase of $\rho$ in that convention. Using $H_y$ for p makes $r_p=-r_s$ at normal incidence.

## One film by hand

Let $A$ and $B$ be the downward and upward parts of $F$ at an interface between media $a$ (above) and $b$ (below). Continuity requires

$$A_a+B_a=A_b+B_b,\qquad g_a(A_a-B_a)=g_b(A_b-B_b).$$

Suppose that everything below returns $B_b=xA_b$. Dividing the second equation by $g_a$, then adding it to and subtracting it from the first, gives

$$A_a=\frac{(g_a+g_b)+(g_a-g_b)x}{2g_a}A_b,\qquad
B_a=\frac{(g_a-g_b)+(g_a+g_b)x}{2g_a}A_b .$$

With $r=(g_a-g_b)/(g_a+g_b)$, the reflection seen from above is

$$R=\frac{B_a}{A_a}=\frac{r+x}{1+rx}.$$

If $b$ is a film of thickness $d$, write $\beta=k_0qd$. The downward wave acquires $e^{i\beta}$ on its way to the lower interface. It is reflected there with coefficient $R'$, and the upward wave acquires another $e^{i\beta}$ on its return. Therefore

$$x=R'E,\qquad E=e^{2i\beta},\qquad |E|=e^{-2\,\mathrm{Im}\beta}\le1 .$$

Two limits check the formula. For a very thick absorbing film $E\to0$ and $R\to r$: the film acts as a half-space. For $d\to0$, $E=1$. With $g_0,g_1,g_2$ for the three media and $R'=r_{12}$,

$$\frac{r_{01}+r_{12}}{1+r_{01}r_{12}}=\frac{2g_1(g_0-g_2)}{2g_1(g_0+g_2)}=\frac{g_0-g_2}{g_0+g_2},$$

so the vanished film leaves no trace.

Now take numbers. The stack is air / SnO₂ 60 nm / Ni 20 nm / SnO₂ 100 nm / glass, at 633 nm and $70^\circ$. The indices are rough typical values: $1.9+0.01i$ for SnO₂, $2.0+3.7i$ for Ni and 1.5 for glass. The lowest film, seen from the nickel in s polarization, has

- $R'=0.17097+0.00338i$ at the SnO₂/glass interface;
- $E=-0.96830-0.13321i$;
- $r=0.56330+0.45467i$ at the Ni/SnO₂ interface.

Multiplication gives $x=R'E=-0.16510-0.02605i$, and then

$$R=\frac{0.39820+0.42862i}{0.91884-0.08974i}=0.3842+0.5040i .$$

This number now represents the buried SnO₂ and the glass together. The nickel film above needs nothing else from below.

## The general recursion

Repeating the step from the substrate upward gives

$$R_N=r_N,\qquad R_j=\frac{r_j+x_j}{1+r_jx_j},\qquad x_j=R_{j+1}E_{j+1},$$

for $j=N-1,\dots,0$, with

$$r_j=\frac{g_j-g_{j+1}}{g_j+g_{j+1}},\qquad E_j=e^{2ik_0q_jd_j}.$$

It is run once for s and once for p. If $E_j$ underflows to zero, $R$ takes its correct thick-film limit.

The transmitted amplitude follows from the equation for $A_a$. Since $2g_a/(g_a+g_b)=1+r$, we have $A_b/A_a=(1+r)/(1+rx)$. Including the passage through the film,

$$T_N=1+r_N,\qquad T_j=\frac{(1+r_j)\,e^{i\beta_{j+1}}\,T_{j+1}}{1+r_jx_j}.$$

**Can the denominator vanish?** The downward power flow is a positive constant times $\mathrm{Re}(F^*G)$. If $1+r_jx_j=0$, then $A_j=0$: medium $j$ carries an upward wave alone, and the downward flow is proportional to $-\mathrm{Re}(g_j)|B_j|^2$. For s, $\mathrm{Re}\,g=\mathrm{Re}\,q$. For p, $\varepsilon=q^2+S^2$ gives

$$\mathrm{Re}\,\frac{q}{\varepsilon}=\frac{\mathrm{Re}\,(q\varepsilon^*)}{|\varepsilon|^2}=\frac{(|q|^2+S^2)\,\mathrm{Re}\,q}{|\varepsilon|^2}.$$

Both are positive if the medium absorbs or if its real $\varepsilon$ exceeds $S^2$. The flow would then be negative, although passive layers below can only absorb power or carry it away. So the denominator is nonzero under these conditions. The argument does not cover media with gain, nor lossless media with $\varepsilon<S^2$, where $\mathrm{Re}\,g=0$ and bound modes need separate treatment.

In air $g_0$ is real, and the flow $g_0(1-|R_0|^2)|A_0|^2\ge0$ requires $|R_0|\le1$. Inside an absorbing medium the flow is

$$\left[\mathrm{Re}\,g\,(1-|R|^2)+2\,\mathrm{Im}\,g\,\mathrm{Im}R\right]|A|^2 .$$

The second term removes that bound, so an intermediate $|R_j|>1$ is not by itself an error.

## Finishing the example

At the nickel, $E_2=0.15854+0.15521i$, of modulus 0.222. The s recursion continues with

$$x_1=R_2E_2=-0.0173+0.1395i,$$

$$R_1=\frac{-0.5806-0.3151i}{1.0732-0.0707i}=-0.5194-0.3279i .$$

At the top film $E_1=-0.38065+0.90998i$ and $r_0=-0.65686-0.00198i$, so

$$x_0=0.4961-0.3479i,$$

$$R_{0s}=\frac{-0.1608-0.3498i}{0.6735+0.2275i}=-0.3718-0.3939i .$$

The factors $E_j$ are the same for p; the interface coefficients differ because $g=q/\varepsilon$. The same three steps give $R_{0p}=-0.5855+0.1837i$. Hence

$$\rho=\frac{-0.5855+0.1837i}{-0.3718-0.3939i}=0.495-1.019i,\qquad |\rho|=1.133,$$

and

$$\Psi=\arctan1.133=48.6^\circ,\qquad \Delta=-\arg\rho=64.1^\circ .$$

Here $\Psi>45^\circ$ because the stack reflects p more strongly than s. Bare nickel with the same index would give $33.0^\circ$ and $120.5^\circ$.

As a test by another road, the equations $F'=ik_0mG$ and $G'=ik_0(q^2/m)F$ were integrated numerically through this stack, starting from $F=1$, $G=g_{N+1}$ in the glass. The reflected and transmitted amplitudes agree with the recursion to within $10^{-8}$ in both polarizations.

## What the naive matrix product does

The interface equations can also be written as a matrix acting on $(A_b,B_b)$, and a film as a diagonal matrix:

$$I=\frac1{1+r}\begin{pmatrix}1&r\\r&1\end{pmatrix},\qquad
L=\begin{pmatrix}e^{-i\beta}&0\\0&e^{i\beta}\end{pmatrix}.$$

The product $M=I_0L_1I_1L_2\cdots I_N$ connects air to the substrate. No wave comes up from the substrate, so $R_0=M_{21}/M_{11}$ and $T_0=1/M_{11}$. The element $e^{-i\beta}$ has modulus $e^{+\mathrm{Im}\beta}$: it grows with thickness.

For one film write $a=e^{-i\beta}$, $b=e^{i\beta}$ and $c=1/[(1+r_0)(1+r_1)]$. Multiplying out gives

$$M=c\begin{pmatrix}a+r_0r_1b&r_1a+r_0b\\ r_0a+r_1b&r_0r_1a+b\end{pmatrix}.$$

**The ratio is safe until overflow.** In $M_{21}/M_{11}$ the growing $a$ dominates both elements, and no large terms cancel. Dividing above and below by $a$ gives

$$R_0=\frac{r_0+r_1E}{1+r_0r_1E},$$

which is the recursion. In general, replacing each $L$ by $\mathrm{diag}(1,E)$ removes a common factor, leaves $R_0$ unchanged and removes the growth $e^{\mathrm{Im}\beta}$ within each film. It does not remove growth that builds up from the interface matrices of a stack with very many layers.

**The determinant is not safe.** Its terms are

$$\frac{\det M}{c^2}=(r_0r_1-r_1r_0)(a^2+b^2)+(1+r_0^2r_1^2-r_0^2-r_1^2)\,ab .$$

The first bracket vanishes, $ab=1$, and the second bracket is $(1-r_0^2)(1-r_1^2)$. Since $(1-r)/(1+r)=g_b/g_a$, the result is $\det M=g_2/g_0$, independent of thickness. In floating-point arithmetic, however, this finite number is the difference of products of order $|a|^2=e^{2\mathrm{Im}\beta}$. With machine precision $\epsilon\approx2.2\times10^{-16}$, the relative error is of order $\epsilon e^{2\mathrm{Im}\beta}$.

The determinant matters for light incident from below. Setting $A_0=0$ gives $A_s=-(M_{12}/M_{11})B_s$ in the substrate, and the amplitude emerging into air is

$$B_0=\left(M_{22}-\frac{M_{21}M_{12}}{M_{11}}\right)B_s=\frac{\det M}{M_{11}}B_s .$$

If the determinant is formed from the computed elements, this transmission inherits its error. Inserting the known value $g_{N+1}/g_0$ avoids that.

**Marching fields downward also fails.** Starting from $(1,R_0)$ in air, one may carry the amplitudes down with inverse matrices. The upward component is then multiplied by $e^{+\mathrm{Im}\beta}$, and so is its rounding error. The next interface mixes that error into the downward component, whose true size has fallen as $e^{-\mathrm{Im}\beta}$. The relative error is again of order $\epsilon e^{2\mathrm{Im}\beta}$. The recursion for $T_j$ does not have this subtraction.

## Thickening the nickel

The nickel is now thickened with all else fixed. It contributes $\mathrm{Im}\beta=0.03764$ per nm. The precision estimate reaches order one when

$$d=\frac{\ln(1/\epsilon)}{2\times0.03764\ \text{nm}^{-1}}\approx479\ \text{nm}.$$

The following p-polarized errors are relative to a 700-digit evaluation.

| Ni (nm) | naive $R_0$ | determinant | marched $T_0$ |
|---:|---:|---:|---:|
| 100 | $1\times10^{-16}$ | $2\times10^{-13}$ | $3\times10^{-13}$ |
| 300 | $2\times10^{-16}$ | $3\times10^{-7}$ | $6\times10^{-7}$ |
| 500 | $1\times10^{-16}$ | 3.5 | 1.8 |
| 1000 | $3\times10^{-16}$ | $7\times10^{16}$ | $3.5\times10^{16}$ |

The recursion's own error at these thicknesses is below $3\times10^{-16}$ for $R_0$ and below $4\times10^{-15}$ for $T_0$. A fit over 60 thicknesses from 200 to 1000 nm, using the larger error of the two polarizations at each thickness, gives the growth of $\ln(\text{error})$ per unit $\mathrm{Im}\beta$ as 1.99 for the determinant and 1.97 for the march, against the derived value 2.

Overflow comes much later. The logarithm of the largest double-precision number is 709.78, which predicts failure near $709.78/0.03764\approx18\,860$ nm. The naive $R_{0p}$ in fact ceases to be finite just above 18 852 nm. The estimate omits the interface factors and the small growth in the SnO₂ films.

At 20 µm the nickel alone has $\mathrm{Im}\beta=753$, and the matrix product returns an undefined number. The recursion gives $\Psi=52.63^\circ$ and $\Delta=75.98^\circ$. Splitting the nickel into two 10 µm films does not rescue the product: each exponential is a representable $3\times10^{163}$, but their product is about $9\times10^{326}$. In this stack it is the sum of $\mathrm{Im}\beta$ over the films that counts. More generally the quantity that grows is $|M_{11}|=1/|T_0|$, and interface factors alone can make it large. A lossless quarter-wave mirror with indices 2.3 and 1.46 on glass, in s polarization at $70^\circ$, has $\mathrm{Im}\beta=0$ in every film. Yet its computed determinant has no correct digit at 30 periods, and the product overflows at about 1125 periods.

## When the buried film becomes invisible

A correct $R_0$ need not contain usable information about every film. Differentiating one step gives

$$\frac{dR_j}{dx_j}=\frac{(1+r_jx_j)-r_j(r_j+x_j)}{(1+r_jx_j)^2}=\frac{1-r_j^2}{(1+r_jx_j)^2}.$$

For the film whose thickness varies, the derivative starts from $\partial x/\partial d=2ik_0qx$. In each film above it, $dx_j=E_{j+1}dR_{j+1}$. The signal from below, like any small rounding error made there, is therefore multiplied at each step by $E_{j+1}$ and by the derivative above. That derivative can exceed one, but as an absorbing film thickens it tends to $1-r_j^2$, while $E_{j+1}$ decays to zero. A thick enough absorbing film therefore suppresses both.

From $\ln\rho=\ln\tan\Psi-i\Delta$ and $d\ln\tan\Psi=2\,d\Psi/\sin2\Psi$,

$$d\Psi=\tfrac12\sin2\Psi\,\mathrm{Re}\,d\ln\rho,\qquad d\Delta=-\mathrm{Im}\,d\ln\rho,$$

in radians. Under 20 nm of nickel, one nanometre more of buried SnO₂ changes $\Psi$ by $0.059^\circ$ and $\Delta$ by $0.075^\circ$. Under 100 nm the changes are $-7\times10^{-5}$ and $-5\times10^{-4}$ degrees. If $\Delta$ repeats to $0.01^\circ$, that local slope corresponds to an uncertainty of some 20 nm. This is only an order of magnitude, because the response is not linear over such a distance: 20 nm less SnO₂ changes $\Delta$ by $+0.010^\circ$, but 20 nm more changes it by only $-0.007^\circ$.

Under 1000 nm the derivative of $R_{0p}$ has modulus $4.8\times10^{-36}$ per nm. The differentiated recursion returns this value, while subtracting two reflections computed for thicknesses 1 nm apart returns zero. The limitation for measurement is physical: a stable algorithm computes the tiny signal but cannot make it observable.

## The model beside a real sample

Thin metal between oxides on glass is a real type of transparent-electrode structure, though silver is a more usual metal there than nickel. A nickel thickness of 20 µm lies in the range of electroplated coatings. Real samples break several assumptions of the model. For the 20 nm nickel stack, changing one thing at a time gives these shifts of $(\Psi,\Delta)$ in degrees:

- 2 nm of added surface roughness: $(+0.92,-0.11)$;
- SnO₂ index larger by 0.1 along the film normal, in both films: $(+0.27,-1.22)$;
- nickel $n$ and $k$ both 5% larger: $(-0.44,+2.19)$;
- angle of incidence $0.1^\circ$ larger: $(-0.02,-0.32)$;
- light from the back face of a 1 mm glass plate: $(-0.72,-0.98)$.

The roughness layer is half air and half SnO₂, with the Bruggeman permittivity $e$ that solves $(1-e)/(1+2e)+(\varepsilon-e)/(\varepsilon+2e)=0$. For the birefringent film, $E_z$ responds to the normal permittivity $\varepsilon_z$, so the p equation becomes $F''/\varepsilon-k_0^2S^2F/\varepsilon_z+k_0^2F=0$. This gives $q_p=\sqrt{\varepsilon(1-S^2/\varepsilon_z)}$ and $g=q_p/\varepsilon$; the recursion is unchanged.

The back-face entry averages $|R_{0p}|^2$, $|R_{0s}|^2$ and $R_{0p}R_{0s}^*$ over the phase thickness of the glass, assuming that the detector collects all returned light. Call the averages $I_p$, $I_s$ and $X$. The angles are then defined by $\tan2\Psi=2|X|/(I_s-I_p)$, with $2\Psi$ between $0$ and $180^\circ$, and $\Delta=-\arg X$; without averaging these reduce to the earlier definitions. This choice is not unique once the light is partly depolarized. A rotating-analyser instrument takes $\cos2\Psi=(I_s-I_p)/(I_s+I_p)$ and $\cos\Delta=2\,\mathrm{Re}X/[(I_s+I_p)\sin2\Psi]$, which agree with the earlier definitions for a single $\rho$ but here give shifts of $(-0.84,+0.21)$. For incident light linearly polarized at $45^\circ$, with equal p and s amplitudes, the degree of polarization after reflection is $\sqrt{(I_s-I_p)^2+4|X|^2}/(I_s+I_p)$. It falls from 1 to 0.959, so a single complex $\rho$ no longer describes the light completely. Roughening or index-matching the back face suppresses this contribution.

With the nickel index uncertain by 5%, the predicted $\Delta$ of this stack is uncertain by about two degrees. That is vastly more than the rounding error of the recursion. Further digits are listed in the numerical output; they serve to check the arithmetic and do not describe a real sample to that accuracy.

## Table of computed values

```
wavelength 633 nm, angle 70 deg
photon energy 1.959 eV, k0 0.009926 1/nm
index: SnO2 (1.9+0.01j), Ni (2+3.7j), glass 1.5
films top to bottom: SnO2, Ni, SnO2 = [60.0, 20.0, 100.0] nm
q air: 0.34202+0.00000i
q SnO2: 1.65137+0.01151i
q Ni: 1.95137+3.79221i
q glass: 1.16918+0.00000i
E top SnO2: -0.38065+0.90998i, modulus 0.98639
E Ni: 0.15854+0.15521i, modulus 0.22187
E buried SnO2: -0.96830-0.13321i, modulus 0.97742
s interface 0|1: r -0.65686-0.00198i, R -0.37179-0.39386i
s interface 1|2: r -0.56330-0.45467i, R -0.51942-0.32788i
s interface 2|3: r 0.56330+0.45467i, R 0.38415+0.50400i
s interface 3|4: r 0.17097+0.00338i, R 0.17097+0.00338i
p interface 0|1: r -0.14437+0.00174i, R -0.58552+0.18372i
p interface 1|2: r 0.40102+0.50808i, R 0.38518+0.36121i
p interface 2|3: r -0.40102-0.50808i, R -0.32766-0.51955i
p interface 3|4: r -0.06365-0.00177i, R -0.06365-0.00177i
RESULT Psi 48.5686 deg, Delta 64.0715 deg
bare Ni: Psi 33.0418 deg, Delta 120.4757 deg
Im(beta) per nm of Ni: 0.037642 1/nm
relative errors, p; Ni nm | naive R | naive det | march t | rec R | rec t
20 | 2.6e-16 | 5.9e-16 | 5.1e-16 | 6.6e-17 | 1.9e-16
100 | 1.1e-16 | 1.5e-13 | 2.6e-13 | 2.7e-16 | 4.3e-16
300 | 1.6e-16 | 3.3e-07 | 5.6e-07 | 2.0e-16 | 1.3e-15
500 | 1.2e-16 | 3.5e+00 | 1.8e+00 | 9.2e-17 | 1.3e-15
1000 | 2.7e-16 | 7.4e+16 | 3.5e+16 | 1.2e-16 | 3.2e-15
5000 | 2.0e-16 | 4.2e+147 | 2.1e+147 | 1.2e-16 | 2.3e-14
d ln(error)/d Im(beta): det 1.989, march 1.972
Ni where eps*exp(2 Im beta)=1: 479 nm
ln(largest double) 709.78; predicted overflow 18856 nm
naive R fails above Ni thickness 18852 nm
20000 nm Ni: Im(beta) 752.8, naive R_p (nan+nanj)
one 10000 nm half: exp(Im beta) 2.99e+163
Ni 100 nm: Psi 52.6305 deg, Delta 76.0229 deg
Ni 20000 nm: Psi 52.6277 deg, Delta 75.9846 deg
change per nm of buried SnO2:
Ni 20 nm: dPsi 5.873e-02, dDelta 7.543e-02 deg/nm
Ni 100 nm: dPsi -7.152e-05, dDelta -4.575e-04 deg/nm
Ni 1000 nm: dPsi 5.074e-34, dDelta 1.466e-33 deg/nm
Ni 1000 nm: |dR_p/dd| chain 4.77e-36 1/nm, subtraction 0.00e+00 1/nm
neglected effects, shifts of Psi and Delta in deg:
2 nm roughness: +0.920, -0.113
SnO2 birefringence 0.1: +0.274, -1.221
Ni index +5%: -0.435, +2.190
angle +0.1 deg: -0.017, -0.321
glass back face: -0.718, -0.983
degree of polarization with back face: 0.95908
```
